# Midplane strain and curvature of a thermally mismatched elastic layer stack

## What symmetry and dimensions fix

Layers $i=1,\dots,n$ are bonded into a plate of total thickness $H$. Each is linear elastic and uniform in the plane, with thickness $h_i$. If released from its neighbours, layer $i$ would take the in-plane free strain $e_i=\alpha_i\Delta T$, measured from one state in which the whole stack is flat and free of stress. No external force or moment acts. The coordinate $z$ points upward from the geometric midplane.

Far from the edges every point of the plane is equivalent, so in linear elasticity the strains depend on $z$ alone. They must still derive from displacements $u,v,w$, which requires

$$\frac{\partial^2\varepsilon_{xx}}{\partial z^2}+\frac{\partial^2\varepsilon_{zz}}{\partial x^2}=\frac{\partial^2\gamma_{xz}}{\partial x\,\partial z}.$$

The two terms with $x$-derivatives vanish, so $\varepsilon_{xx}''(z)=0$ within each layer. The corresponding conditions give the same for $\varepsilon_{yy}$ and $\gamma_{xy}$. At an interface $u$ is continuous, hence so is $\varepsilon_{xx}$. Its slope is

$$\frac{\partial\varepsilon_{xx}}{\partial z}=\frac{\partial^2u}{\partial x\,\partial z}=\frac{\partial\gamma_{xz}}{\partial x}-\frac{\partial^2w}{\partial x^2}=-\frac{\partial^2w}{\partial x^2},$$

which is continuous because $w$ is. One straight line therefore runs through the whole stack:

$$\boldsymbol\varepsilon(z)=\boldsymbol\varepsilon_0+z\boldsymbol\kappa .$$

Here $\boldsymbol\varepsilon=(\varepsilon_{xx},\varepsilon_{yy},\gamma_{xy})$ and $\boldsymbol\kappa=-(w_{xx},w_{yy},2w_{xy})$. Positive curvature is a dome.

Suppose each layer is isotropic in the plane, or cubic with a (001) face, and expands equally in all in-plane directions. Symmetry then permits a spherical state with one strain $\varepsilon_0$ and one curvature $\kappa$. Linearity and dimensions give

$$\varepsilon_0=\sum_i f_ie_i,\qquad \kappa=\frac1H\sum_i g_ie_i,$$

where $f_i,g_i$ depend on ratios of thicknesses and of stiffnesses. If all $e_i$ are equal, the stack expands without stress or bending, so $\sum f_i=1$ and $\sum g_i=0$: curvature responds to differences of free strain. The coefficients follow from mechanics, by two routes.

## First derivation: forces and moments

Since the stresses do not depend on $x$ or $y$, local equilibrium reduces to $\partial\sigma_{xz}/\partial z=\partial\sigma_{yz}/\partial z=\partial\sigma_{zz}/\partial z=0$. These components are continuous across interfaces and vanish on the free faces, so they vanish throughout. Each layer is in plane stress. If the layer plane is a mirror plane of the material, zero transverse shear stress also means zero transverse shear strain.

For equal in-plane strain $\varepsilon$ in a cubic (001) layer, $\sigma_{zz}=0$ reads

$$C_{11}(\varepsilon_{zz}-e)+2C_{12}(\varepsilon-e)=0 .$$

Inserting $\varepsilon_{zz}-e$ from this into the in-plane stress gives

$$\sigma=(C_{11}+C_{12})(\varepsilon-e)+C_{12}(\varepsilon_{zz}-e)=M(\varepsilon-e),$$

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

For an isotropic layer, $\varepsilon-e=(\sigma-\nu\sigma)/E$ gives $M=E/(1-\nu)$. A general layer has a symmetric, positive definite $3\times3$ plane-stress stiffness $Q_i$, with $\boldsymbol\sigma=Q_i(\boldsymbol\varepsilon_0+z\boldsymbol\kappa-\boldsymbol e_i)$.

Now cut the plate along a straight line with in-plane normal $\boldsymbol n$. The piece on one side carries no external load, so the total force across the cut vanishes, and so does the moment about the cut line; vertical shear has no arm about that line. Except near its two ends, the cut has uniform force and moment per length. For a plate much wider than $H$ these must therefore vanish. This holds for every $\boldsymbol n$, and a symmetric tensor whose normal component is zero in every direction is itself zero. Hence all components satisfy

$$\int\boldsymbol\sigma\,dz=0,\qquad \int z\,\boldsymbol\sigma\,dz=0 .$$

Substituting the stress gives two coupled vector equations:

$$\mathsf A\boldsymbol\varepsilon_0+\mathsf B\boldsymbol\kappa=\int Q\boldsymbol e\,dz,\qquad
\mathsf B\boldsymbol\varepsilon_0+\mathsf D\boldsymbol\kappa=\int zQ\boldsymbol e\,dz,$$

with $(\mathsf A,\mathsf B,\mathsf D)=\int Q\,(1,z,z^2)\,dz$. These six linear equations cover layers of any in-plane anisotropy, including stacks that twist.

In the spherical case $Q_i$ acting on $(1,1,0)$ gives $M_i(1,1,0)$, and two scalar equations remain:

$$A\varepsilon_0+B\kappa=N,\qquad B\varepsilon_0+D\kappa=P .$$

Let $c_i$ be the height of the centre of layer $i$. Across that layer $\int dz=h_i$ and $\int z\,dz=h_ic_i$, while

$$\int z^2dz=\tfrac13\left[(c_i+\tfrac{h_i}2)^3-(c_i-\tfrac{h_i}2)^3\right]=h_ic_i^2+\tfrac{h_i^3}{12}.$$

Therefore

$$A=\sum M_ih_i,\quad B=\sum M_ih_ic_i,\quad D=\sum M_i\left(h_ic_i^2+\tfrac{h_i^3}{12}\right),$$

$$N=\sum M_ih_ie_i,\quad P=\sum M_ih_ic_ie_i .$$

Multiplying the force equation by $D$ and the moment equation by $B$, then subtracting, removes $\kappa$. Multiplying them by $B$ and $A$ removes $\varepsilon_0$. The result is

$$\boxed{\;\varepsilon_0=\frac{DN-BP}{AD-B^2},\qquad \kappa=\frac{AP-BN}{AD-B^2}\;}$$

## Second derivation: least elastic energy

In linear elasticity, the equilibrium state of an unloaded body minimises its elastic energy. Minimising first over $\varepsilon_{zz}$ and the transverse shears sets their conjugate stresses to zero, which leaves the plane-stress stiffness. In the spherical case two equal stresses do work, so the energy per area is

$$U=\int M\,(\varepsilon_0+z\kappa-e)^2\,dz .$$

This is a weighted least-squares problem: the straight line $\varepsilon_0+z\kappa$ is fitted to the stepped profile $e(z)$ with weight $M(z)$. Define the weighted means

$$z_n=\frac BA,\qquad \bar e=\frac NA,$$

and let $\varepsilon_n=\varepsilon_0+z_n\kappa$ be the strain at $z_n$. The bracket becomes

$$\varepsilon_0+z\kappa-e=(\varepsilon_n-\bar e)+(z-z_n)\kappa-(e-\bar e).$$

When this is squared and integrated, the cross terms containing $\varepsilon_n-\bar e$ vanish, because $\int M(z-z_n)dz=0$ and $\int M(e-\bar e)dz=0$. What remains is

$$U=A(\varepsilon_n-\bar e)^2+D^*\kappa^2-2S\kappa+\int M(e-\bar e)^2dz,$$

with

$$D^*=\int M(z-z_n)^2dz=D-\frac{B^2}{A},$$

$$S=\int M(z-z_n)(e-\bar e)\,dz=P-z_nN .$$

Since $D^*>0$, completing the square gives $D^*(\kappa-S/D^*)^2-S^2/D^*$ for the curvature terms. The minimum lies at

$$\kappa=\frac{P-z_nN}{D^*},\qquad \varepsilon_0=\frac NA-z_n\kappa .$$

Multiplying numerator and denominator of $\kappa$ by $A$ recovers the boxed curvature. For the strain,

$$\frac NA-\frac BA\,\frac{AP-BN}{AD-B^2}=\frac{N(AD-B^2)-ABP+B^2N}{A(AD-B^2)}=\frac{DN-BP}{AD-B^2}.$$

This form shows the mechanics more directly. The strain at the neutral plane $z_n$ is the stiffness-weighted mean free strain, and bending is driven by the first moment of the mismatch about that plane. Moving the origin of $z$ leaves $S$, $D^*$ and $\kappa$ unchanged, but changes which plane $\varepsilon_0$ refers to.

For general layers, setting the derivatives of $\frac12\int(\boldsymbol\varepsilon-\boldsymbol e)^TQ(\boldsymbol\varepsilon-\boldsymbol e)dz$ to zero reproduces the six equations. Their quadratic form, $\int(\boldsymbol a+z\boldsymbol b)^TQ(\boldsymbol a+z\boldsymbol b)dz$, is positive unless $\boldsymbol a=\boldsymbol b=0$. The solution is therefore unique, and the spherical state is the one selected in linear theory.

## What each derivation assumes

In the linear form given here, both need perfect bonding, uniform layers, small slopes, deflections that are not large compared with the thickness, and a region away from the edges. Both need free strains referred to one common state, which takes care when layers are deposited at different temperatures.

The balance conditions $\int\boldsymbol\sigma\,dz=\int z\boldsymbol\sigma\,dz=0$ do not require an elastic energy. If a metal layer yields, its stress law can be replaced and the same two conditions solved again. The energy route requires a stored energy, and so excludes plastic flow in the form used here. In return it proves uniqueness in linear theory. It also extends to large deflection once the strain includes the stretching caused by slopes, though more than one stable shape may then exist.

## Three limits

**Two layers.** Write $a_i=M_ih_i$, so $A=a_1+a_2$, and let $\Delta c=(h_1+h_2)/2$ and $\Delta e=e_2-e_1$. The distances from the means are $c_1-z_n=-a_2\Delta c/A$ and $c_2-z_n=a_1\Delta c/A$, and likewise for $e_i-\bar e$. Thus

$$S=\frac{a_1a_2^2+a_2a_1^2}{A^2}\,\Delta c\,\Delta e=\frac{a_1a_2}{A}\,\Delta c\,\Delta e,$$

$$D^*=\frac{M_1h_1^3+M_2h_2^3}{12}+\frac{a_1a_2}{A}\,\Delta c^2 .$$

Dividing, and multiplying above and below by $12A$,

$$\kappa=\frac{6a_1a_2(h_1+h_2)(e_2-e_1)}{A(M_1h_1^3+M_2h_2^3)+3a_1a_2(h_1+h_2)^2}.$$

**Thin films on a thick substrate.** Because $\sum M_ih_i(c_i-z_n)=0$, the substrate strain $e_s$ may be subtracted from every $e_i$ in $S$, which removes the substrate term. To leading order in film thickness, films on the top face have arm $h_s/2$ and $D^*=M_sh_s^3/12$. Then

$$\kappa\simeq\sum_f\frac{6M_fh_f(e_f-e_s)}{M_sh_s^2},$$

the Stoney sum. In this limit the films act independently.

**Symmetric stack.** If stiffness and free strain are mirror-symmetric about the midplane, $B=P=0$, so $\kappa=0$ and $\varepsilon_0=N/A$. The plate is flat, but its layers remain stressed wherever $e_i\ne\varepsilon_0$.

## A thinned silicon die

A square die of side 10 mm is flat and stress-free at 100 °C and is cooled to 25 °C. The properties are rough typical values. Silicon has $C_{11}=166$ and $C_{12}=64$ GPa, so $M=166+64-2(64)^2/166=180.65$ GPa. The films have $E=72$, 120 and 3 GPa and $\nu=0.17$, 0.34 and 0.34, in the order listed.

| layer | $h$ (µm) | $M$ (GPa) | $\alpha$ (ppm/K) | $c$ (µm) | $e$ (ppm) |
|---|---|---|---|---|---|
| silicon | 100 | 180.65 | 2.8 | −9.0 | −210 |
| oxide | 3 | 86.75 | 0.5 | 42.5 | −37.5 |
| copper | 5 | 181.82 | 17 | 46.5 | −1275 |
| polyimide | 10 | 4.55 | 35 | 54.0 | −2625 |

The sums are $A=19279.8$ GPa µm, $B=-106798$ GPa µm², $D=1.90882\times10^7$ GPa µm³, $N=-5.08183$ GPa µm and $P=-26.6127$ GPa µm². Then

$$z_n=\frac{-106798}{19279.8}=-5.539\ \text{µm},\qquad D^*=1.84966\times10^7\ \text{GPa µm}^3,$$

$$S=-26.613-(-5.539)(-5.0818)=-54.76\ \text{GPa µm}^2,$$

$$\kappa=\frac{-54.76}{1.84966\times10^7}=-2.96\times10^{-6}\ \text{µm}^{-1}=-2.96\ \text{m}^{-1},$$

$$\varepsilon_0=-263.6\ \text{ppm}-16.4\ \text{ppm}=-280\ \text{ppm}.$$

The die is a bowl of radius 338 mm. With half-side $L=5$ mm, $w=-\kappa(x^2+y^2)/2$ puts the corners $-\kappa L^2=74$ µm above the centre.

At the bottom of the copper, $z=44$ µm, the strain is $-280-2.96\times44=-410$ ppm. The stress is $181.82\ \text{GPa}\times(1275-410)\ \text{ppm}=157$ MPa, in tension. Silicon runs from $+19$ MPa at its bottom face to $-35$ MPa at its top face, so most of its thickness is in compression. The oxide carries about $-32$ MPa and the polyimide $+10$ MPa.

The Stoney sum gives $-3.43$ m⁻¹, which is 16% larger in magnitude than the laminate value. It uses $D^*=M_sh_s^3/12=1.505\times10^7$ GPa µm³, whereas the real stack is 23% stiffer. It also underestimates the driving moment, $-51.7$ against $-54.8$ GPa µm². The missing stiffness outweighs the missing moment.

## Where the numbers stop holding

**Edges.** A linear axisymmetric finite-element calculation of a free disc with this stack, silicon being replaced by an isotropic material of equal $M$ and $\nu=0.28$, gives an interior curvature 0.07% below the laminate value in magnitude for radius $10H$, and 0.03% below for $20H$. In the larger disc the radial copper stress, taken a quarter of the way up the layer, departs by more than 5% from the laminate value within roughly 50–60 µm of the edge, about half the stack thickness. Stresses there, where delamination would be a concern, need a separate calculation.

**Deflection.** A spherical surface cannot form from a flat sheet without stretching, which scales as $\kappa^2L^2$. Relative to the bending strain $\kappa H$ it scales as $\kappa L^2/H$, here $74/118=0.63$, but with a numerical factor well below one. To size the effect, the energy was minimised numerically with terms such as $\frac12(\partial w/\partial x)^2$ in the strain, polynomial displacements, silicon with $C_{44}=80$ GPa and die edges along $\langle110\rangle$. The corner height falls from 74.0 to 71.5 µm, and the centre midplane strain changes from $-280$ to $-268$ ppm. For a 50 mm die of the same stack, $\kappa L^2/H$ is 25 times larger. Started from an unsymmetrical shape, the minimisation ends with a central curvature somewhat above 3 m⁻¹ in magnitude along one diagonal and close to zero along the other: nearly a cylinder. The linear formula does not describe that die.

**Materials and process.** Copper layers of a few micrometres under polyimide on thinned silicon are a real construction, but real copper is patterned, and its layers do not share one stress-free temperature. Deposited oxide can also carry an intrinsic compressive stress of roughly 100 MPa. This adds $0.1$ GPa to $Me$ in that layer and shifts the curvature by

$$\frac{0.1\times3\times(42.5+5.5)}{1.85\times10^7}\ \text{µm}^{-1}=+0.78\ \text{m}^{-1},$$

about a quarter of the result. Polyimide creeps; removing it altogether lowers $|\kappa|$ by 11%. Raising the silicon expansion coefficient by 0.2 ppm/K lowers it by 1.7%. The copper modulus matters far more, because copper is strongly anisotropic and films are often textured: with single-crystal constants $C_{11}=168.4$, $C_{12}=121.4$ and $C_{44}=75.4$ GPa, $M$ is about 115 GPa for a (100) film and 261 GPa for a (111) film, and the curvature becomes $-2.1$ or $-3.8$ m⁻¹ in place of $-2.96$. Gravity is negligible: a rough estimate, treating the die as a cantilever strip with bending stiffness $D^*$ per width and as long as its centre-to-corner distance, gives a sag of about 0.05 µm.

In linear theory, with expansion coefficients and stiffnesses taken as independent of temperature, elastic stress is proportional to the temperature drop. With a rough copper flow stress of 250 MPa, the linear solution for this stack, taken as stress-free at 100 °C, reaches yield after a drop of $75\times250/157\approx120$ K, near −20 °C. This figure is for isotropic copper; at the same flow stress, the (100) and (111) moduli above move it to about −77 °C and +11 °C. Once the copper yields, its force must come from a plastic stress law, while the two balance conditions remain in force.
